# Joining Wannier Hamiltonians for transport: gauge, sign, alignment and truncation reflection: a numerical check

```python
# Result under test: a transport Hamiltonian assembled from Wannier functions of
# a separate lead and junction calculation reproduces continuum scattering when
# gauge, sign and energy zero are matched; uniform hopping truncation alone does
# not reflect, while a change of range, sign or energy zero between regions does.
# Symbols: t[n] hopping over n cells (eV), k phase per cell (rad), v = dE/dk (eV),
# R reflection probability, r reflection amplitude, M hopping range in cells.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import toeplitz
from numpy.polynomial.chebyshev import chebroots

KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20       # hbar^2/2m in eV angstrom^2
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
a, V0 = 4.0, 4.0                                     # period, cosine amplitude
U0, width, x_def = 0.8, 0.8, 0.5                     # Gaussian defect
PTS, NK, NC, HALF, RANGE = 15, 41, 25, 8, 8
step = a / PTS
L_dev = 2 * HALF + 1


def v_lead(x):
    return -V0 * np.cos(2 * np.pi * x / a)


def v_defect(x):
    return U0 * np.exp(-(x - x_def)**2 / (2 * width**2))


def kinetic(n, k=0.0):
    q = 2 * np.pi * np.fft.fftfreq(n, step) + k
    return KIN * np.fft.ifft(q[:, None]**2 * np.fft.fft(np.eye(n), axis=0), axis=0)


def grid(cells):
    n = cells * PTS
    return (np.arange(n) - n // 2) * step


# ---------- lead: Bloch states, parallel transport, Wannier function ----------
rng = np.random.default_rng(3)
x_cell = grid(1)
k_mesh = 2 * np.pi * (np.arange(NK) - NK // 2) / (NK * a)
energies_k, u = [], []
for k in k_mesh:
    e, c = np.linalg.eigh(kinetic(PTS, k) + np.diag(v_lead(x_cell)))
    energies_k.append(e[0])
    u.append(c[:, 0] * np.exp(2j * np.pi * rng.random()))   # arbitrary phase
energies_k, u = np.array(energies_k), np.array(u)
for i in range(1, NK):
    link = np.vdot(u[i - 1], u[i])
    u[i] *= np.conj(link) / abs(link)
closing = np.vdot(u[-1], np.exp(-2j * np.pi * x_cell / a) * u[0])
berry = np.angle(closing)
u *= np.exp(1j * berry * np.arange(NK) / NK)[:, None]
x_lead = grid(NK)


def wannier(theta):
    phased = u * np.exp(1j * theta)[:, None]
    w = np.sum(np.exp(1j * np.outer(k_mesh, x_lead)) * np.tile(phased, (1, NK)),
               axis=0) / NK
    top = w[np.argmax(abs(w))]
    w = w * np.conj(top) / abs(top)
    assert np.max(abs(w.imag)) < 1e-8
    return w.real


w_lead = wannier(np.zeros(NK))
w_twisted = wannier(6.0 * np.sin(k_mesh * a))
t = np.array([np.mean(energies_k * np.cos(k_mesh * n * a)) for n in range(21)])
spread = [np.sqrt(np.sum(w**2 * x_lead**2) - np.sum(w**2 * x_lead)**2)
          for w in (w_lead, w_twisted)]

# The localized lead function must be an eigenfunction of projected position.
_, c = np.linalg.eigh(kinetic(NK * PTS).real + np.diag(v_lead(x_lead)))
occ = c[:, :NK]
_, rot = np.linalg.eigh(occ.T @ (x_lead[:, None] * occ))
position_overlap = np.max(abs((occ @ rot).T @ w_lead))
assert position_overlap > 1 - 1e-6

# ---------- junction: own energy zero, own eigenvector phases ----------
x_j = grid(NC)
v_j = v_lead(x_j) + v_defect(x_j)
mean_defect = np.mean(v_defect(x_j))
v_j = v_j - np.mean(v_j)                             # periodic-code convention
e_j, c_j = np.linalg.eigh(kinetic(NC * PTS).real + np.diag(v_j))
gap_j = e_j[NC] - e_j[NC - 1]
states, h_sub = c_j[:, :NC], np.diag(e_j[:NC])


def project(states, h_sub, w):
    start = (NK - NC) // 2 * PTS
    window = w[start:start + NC * PTS]
    trial = np.array([np.roll(window, PTS * (m - NC // 2)) for m in range(NC)]).T
    left, s, right = np.linalg.svd(states.T @ trial)
    rotation = left @ right
    return rotation.T @ h_sub @ rotation, s.min()


h_j, s_min = project(states, h_sub, w_lead)
q_rand, _ = np.linalg.qr(rng.normal(size=(NC, NC)))
h_rotated, _ = project(states @ q_rand, q_rand.T @ h_sub @ q_rand, w_lead)
assert np.max(abs(h_rotated - h_j)) < 1e-10
site = np.arange(NC) - NC // 2
shift = np.mean(np.diag(h_j)[abs(site) > HALF]) - t[0]
assert abs(shift + mean_defect) < 1e-4


def device_from(h, zero, reach):
    block = (h - zero * np.eye(NC))[NC // 2 - HALF:NC // 2 + HALF + 1,
                                   NC // 2 - HALF:NC // 2 + HALF + 1]
    d = abs(np.subtract.outer(np.arange(L_dev), np.arange(L_dev)))
    return np.where(d <= reach, block, 0.0)


def pristine(hops, length):
    return toeplitz(np.pad(hops, (0, length))[:length])


# ---------- scattering by matching propagating and evanescent modes ----------
def modes(E, hops):
    coef = 2 * np.array(hops, float)
    coef[0] = hops[0] - E
    z = chebroots(coef).astype(complex)
    root = np.sqrt(z * z - 1)
    big = np.where(abs(z + root) >= abs(z - root), z + root, z - root)
    lam = 1 / big
    order = np.argsort(abs(abs(lam) - 1))
    lam, z = lam[order], z[order]
    assert abs(abs(lam[0]) - 1) < 1e-6 and np.all(abs(lam[1:]) < 0.999)
    k = np.arccos(z[0].real)
    n = np.arange(len(hops))
    v = -2 * np.sum(n * hops * np.sin(n * k))
    assert v > 0
    lam[0] = np.exp(1j * k)
    return lam, k, v


def scatter(E, left, right, device):
    ml, mr, size = len(left) - 1, len(right) - 1, len(device)
    s = np.arange(-2 * ml, size + 2 * mr)
    d = abs(np.subtract.outer(s, s))
    h = np.where(np.minimum.outer(s, s) < 0, np.pad(left, (0, len(s)))[d],
                 np.pad(right, (0, len(s)))[d])
    h[2 * ml:2 * ml + size, 2 * ml:2 * ml + size] = device
    lam_l, _, v_l = modes(E, left)
    lam_r, _, v_r = modes(E, right)
    p = -s[:2 * ml]
    basis = np.zeros((len(s), ml + size + mr), complex)
    basis[:2 * ml, :ml] = lam_l[None, :]**(p[:, None] - 1)
    basis[2 * ml:2 * ml + size, ml:ml + size] = np.eye(size)
    basis[2 * ml + size:, ml + size:] = lam_r[None, :]**np.arange(2 * mr)[:, None]
    wave = np.zeros(len(s), complex)
    wave[:2 * ml] = lam_l[0]**(-p.astype(float))
    rows = (h - E * np.eye(len(s)))[ml:2 * ml + size + mr]
    amp = np.linalg.solve(rows @ basis, -rows @ wave)
    r = amp[0] / lam_l[0]
    T = abs(amp[ml + size])**2 * v_r / v_l
    assert abs(abs(r)**2 + T - 1) < 1e-7
    return r


def refl(E, hops, device):
    return abs(scatter(E, hops, hops, device))**2


# ---------- independent reference: integrate the continuum equation ----------
def propagate(E, x0, x1, defect):
    def rhs(x, y):
        f = (v_lead(x) + (v_defect(x) if defect else 0.0) - E) / KIN
        return [y[2], y[3], f * y[0], f * y[1]]
    sol = solve_ivp(rhs, (x0, x1), [1, 0, 0, 1], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    return sol.y[:, -1].reshape(2, 2)


def continuum_reflection(E):
    cell = propagate(E, -a / 2, a / 2, False)
    _, b = np.linalg.eig(cell)
    flux = np.imag(np.conj(b[0]) * b[1])
    fwd, back = b[:, np.argmax(flux)], b[:, np.argmin(flux)]
    back = np.conj(fwd) if np.vdot(back, back).real > 0 else back
    whole = propagate(E, -2.5 * a, 2.5 * a, True)
    _, r = np.linalg.solve(np.array([fwd, -whole @ back]).T, whole @ fwd)
    return abs(r)**2, np.trace(cell) / 2


full = t[:RANGE + 1]
fractions = np.array([0.30, 0.45, 0.70])
E_list = [t[0] + 2 * np.sum(t[1:] * np.cos(np.arange(1, 21) * np.pi * f))
          for f in fractions]
dev = device_from(h_j, shift, RANGE)
h_tw, _ = project(states, h_sub, w_twisted)
dev_tw = device_from(h_tw, shift, RANGE)
dev_un = device_from(h_j, 0.0, RANGE)
table = []
for f, E in zip(fractions, E_list):
    ref, cosk = continuum_reflection(E)
    assert abs(cosk - np.cos(np.pi * f)) < 1e-5
    table.append([ref, refl(E, full, dev), refl(E, full, dev_un),
                  refl(E, full, dev_tw)])
table = np.array(table)
errors = np.max(abs(table[:, 1:] - table[:, :1]), axis=0)
assert errors[0] < 5e-4
assert errors[1] > 10 * errors[0] and errors[2] > 10 * errors[0]
edge_mismatch = np.max(abs(dev[:3, :3] - pristine(full, 3)))

# ---------- first-order reflection formulas against numerical slopes ----------
E = E_list[1]


def born_interface(hops, M, k, v):
    n = np.arange(M + 1, len(hops))
    return np.sum(hops[M + 1:] * np.exp(1j * k * (n - 1))) / (v * np.sin(k))


def born_device(hops, M, delta, size, k, v):
    n = np.arange(M + 1, len(hops))
    total = delta * np.sin(k * size) + 2 * np.sum(hops[M + 1:] * np.sin(k * (size - n)))
    return np.exp(1j * k * (size - 1)) * total / (1j * v * np.sin(k))


def born_sign(hops, k, v):
    n = np.arange(2, len(hops))
    return -4 * np.sum(hops[2:] * np.sin((n - 1) * k)) / (1j * v * np.sin(k))


def scaled(x):
    return np.r_[t[:2], x * t[2:RANGE + 1]]


def slope(f, h=1e-3):
    return (f(h) - f(-h)) / (2 * h)


empty = np.zeros((0, 0))
flip = np.ones(L_dev)
flip[0] = -1
flips = np.outer(flip, flip)
near = t[:2]
_, k1, v1 = modes(E, near)
delta_test = 0.1
s_int = slope(lambda x: scatter(E, near, scaled(x), empty))
s_dev = slope(lambda x: scatter(E, near, near, pristine(scaled(x), L_dev)
                                + x * delta_test * np.eye(L_dev)))
s_sign = slope(lambda x: scatter(E, scaled(x), scaled(x),
                                 flips * pristine(scaled(x), L_dev)))
assert abs(s_int - born_interface(full, 1, k1, v1)) < 1e-4
assert abs(s_dev - born_device(full, 1, delta_test, L_dev, k1, v1)) < 1e-4
assert abs(s_sign - born_sign(full, k1, v1)) < 1e-4

# Uniform truncation leaves a pristine chain free of reflection.
uniform_pristine = max(refl(E, t[:M + 1], pristine(t[:M + 1], L_dev))
                       for M in (1, 2, 3, 4, RANGE))
assert uniform_pristine < 1e-16

# Sign error: harmless without closed loops and deep inside the device.
dev_nn = device_from(h_j, shift, 1)
assert abs(refl(E, near, dev_nn) - refl(E, near, flips * dev_nn)) < 1e-11
inner = np.ones(L_dev)
inner[HALF] = -1
assert abs(refl(E, full, dev) - refl(E, full, np.outer(inner, inner) * dev)) < 1e-10
R_sign_pristine = refl(E, full, flips * pristine(full, L_dev))
R_sign_defect = refl(E, full, flips * dev)
assert R_sign_pristine > 1e-4
_, k_full, v_full = modes(E, full)

# Two equal interfaces: largest reflection over device lengths.
R_one = abs(scatter(E, near, full, empty))**2
R_two = max(refl(E, near, pristine(full, n)) for n in range(12, 60))
R_bound = 4 * R_one / (1 + R_one)**2
assert 0.97 < R_two / R_bound < 1.001

# ---------- printed numbers ----------
print(f"period {a:.1f} angstrom, cosine amplitude {V0:.1f} eV")
print(f"defect height {U0:.1f} eV, width {width:.1f}, centre {x_def:.1f} angstrom")
print(f"lead k-points {NK}, junction cells {NC}, device sites {L_dev}, range {RANGE}")
print(f"lead on-site energy t0 = {t[0]:.5f} eV")
for n in range(1, 6):
    print(f"hopping t{n} = {t[n]:.6f} eV")
print(f"hopping t{RANGE} = {t[RANGE]:.2e} eV")
print(f"t1 in atomic units = {t[1] / HARTREE:.6f} hartree")
print(f"lead band from {energies_k.min():.4f} to {energies_k.max():.4f} eV (mesh)")
print(f"Wannier spread: localized {spread[0]:.3f}, twisted {spread[1]:.3f} angstrom")
print(f"1 - overlap with position eigenfunction = {1 - position_overlap:.1e}")
print(f"junction gap above Wannier subspace = {gap_j:.3f} eV")
print(f"smallest projection singular value = {s_min:.5f}")
print(f"alignment shift from on-site energies = {shift:.6f} eV")
print(f"minus mean defect potential = {-mean_defect:.6f} eV")
print(f"device-edge mismatch with lead = {edge_mismatch:.1e} eV")
print("R: k/pi, E (eV), continuum, assembled, unaligned, twisted gauge")
for f, en, row in zip(fractions, E_list, table):
    print(f"  {f:.2f} {en:.4f} " + " ".join(f"{q:.5f}" for q in row))
print("largest R error: assembled %.1e, unaligned %.1e, twisted %.1e" % tuple(errors))
print(f"below: E = {E:.4f} eV, k = {k_full:.4f} rad, v = {v_full:.4f} eV per rad")
print(f"pristine chain, uniform truncation: largest R = {uniform_pristine:.1e}")
print("pristine interface, lead range M to range 8: M, R full, R first order")
for M in (1, 2, 3, 4):
    _, km, vm = modes(E, t[:M + 1])
    exact = abs(scatter(E, t[:M + 1], full, empty))**2
    print(f"  {M} {exact:.3e} {abs(born_interface(full, M, km, vm))**2:.3e}")
print(f"two interfaces, M=1: largest R = {R_two:.3e}, formula {R_bound:.3e}")
print("with defect: M, R uniform range M, R leads M and device 8, band error (eV)")
k_fine = np.linspace(0, np.pi, 401)
for M in (1, 2, 3, 4):
    tail = 2 * np.cos(np.outer(k_fine, np.arange(M + 1, 21))) @ t[M + 1:]
    print(f"  {M} {refl(E, t[:M + 1], device_from(h_j, shift, M)):.5f} "
          f"{refl(E, t[:M + 1], dev):.5f} {np.max(abs(tail)):.5f}")
print(f"edge sign flipped, pristine: R = {R_sign_pristine:.3e}, "
      f"first order {abs(born_sign(full, k_full, v_full))**2:.3e}")
print(f"edge sign flipped, with defect: R = {R_sign_defect:.5f}")
print("all good")
```

Printed output:

```
period 4.0 angstrom, cosine amplitude 4.0 eV
defect height 0.8 eV, width 0.8, centre 0.5 angstrom
lead k-points 41, junction cells 25, device sites 17, range 8
lead on-site energy t0 = -0.35936 eV
hopping t1 = -0.234915 eV
hopping t2 = 0.020670 eV
hopping t3 = -0.002965 eV
hopping t4 = 0.000516 eV
hopping t5 = -0.000100 eV
hopping t8 = 9.87e-07 eV
t1 in atomic units = -0.008633 hartree
lead band from -0.7929 to 0.1569 eV (mesh)
Wannier spread: localized 0.880, twisted 16.993 angstrom
1 - overlap with position eigenfunction = -6.7e-16
junction gap above Wannier subspace = 3.770 eV
smallest projection singular value = 0.99941
alignment shift from on-site energies = -0.016042 eV
minus mean defect potential = -0.016042 eV
device-edge mismatch with lead = 2.3e-10 eV
R: k/pi, E (eV), continuum, assembled, unaligned, twisted gauge
  0.30 -0.6435 0.77205 0.77206 0.75819 0.83170
  0.45 -0.4688 0.63674 0.63674 0.65025 0.99908
  0.70 -0.1024 0.60919 0.60919 0.63273 0.68609
largest R error: assembled 7.1e-06, unaligned 2.4e-02, twisted 3.6e-01
below: E = -0.4688 eV, k = 1.4137 rad, v = 0.4256 eV per rad
pristine chain, uniform truncation: largest R = 1.2e-30
pristine interface, lead range M to range 8: M, R full, R first order
  1 2.117e-03 1.978e-03
  2 4.412e-05 4.265e-05
  3 1.378e-06 1.386e-06
  4 5.059e-08 5.065e-08
two interfaces, M=1: largest R = 8.407e-03, formula 8.434e-03
with defect: M, R uniform range M, R leads M and device 8, band error (eV)
  1 0.51999 0.68673 0.04855
  2 0.63088 0.63559 0.00721
  3 0.64342 0.63545 0.00128
  4 0.63640 0.63686 0.00025
edge sign flipped, pristine: R = 2.885e-02, first order 3.307e-02
edge sign flipped, with defect: R = 0.72259
all good
```
